# Thermal Width of a One-Channel Conductance Step: a program that tests the result

```python
"""Thermal smearing of an ideal one-channel conductance step.

Result under test: for a channel that opens sharply at energy E1,
    G(mu) = G0 / (1 + exp((E1 - mu)/kT)),   G0 = 2 e^2 / h,
and the distance in mu between G = 0.1 G0 and G = 0.9 G0 is 2 ln(9) kT.
Symbols: mu chemical potential, kT thermal energy, E1 channel edge,
hbar*omega_x curvature energy of the barrier top along the current.
The program also sizes tunnelling, finite bias and the next channel.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import expit, jn_zeros

e, h, hbar, kB, m0 = const.e, const.h, const.hbar, const.k, const.m_e
G0 = 2 * e**2 / h
WIDTH_FACTOR = 2 * np.log(9)


def kT_meV(temperature):
    return kB * temperature / e * 1e3


def conductance_from_states(x, temperature, mass_ratio):
    """Conductance in siemens from an explicit sum over right-moving k states.

    x = (mu - E1)/kT; the band is E1 + hbar^2 k^2 / 2m.
    """
    kT = kB * temperature
    mass = mass_ratio * m0
    bias_energy = 1e-3 * kT
    count = 40000
    k_max = np.sqrt(2 * mass * kT * (max(x, 0) + 45)) / hbar
    dk = k_max / count
    k = dk * np.arange(1, count + 1)
    energy = (hbar * k)**2 / (2 * mass)
    velocity = hbar * k / mass
    f_left = expit((x * kT + bias_energy / 2 - energy) / kT)
    f_right = expit((x * kT - bias_energy / 2 - energy) / kT)
    current = 2 * e * np.sum(velocity * (f_left - f_right)) * dk / (2 * np.pi)
    return current / (bias_energy / e)


def smeared(mu, energy, transmission, kT, bias=None):
    """G/G0 from the Landauer integral on a uniform energy grid."""
    bias = 1e-3 * kT if bias is None else bias
    window = (expit((mu + bias / 2 - energy) / kT)
              - expit((mu - bias / 2 - energy) / kT)) / bias
    return np.sum(transmission * window) * (energy[1] - energy[0])


def width_10_90(curve, low, high):
    """Distance between the points where curve = 0.1 and curve = 0.9."""
    lower = brentq(lambda u: curve(u) - 0.1, low, high, xtol=1e-10)
    upper = brentq(lambda u: curve(u) - 0.9, low, high, xtol=1e-10)
    return upper - lower


def barrier_transmission(k_squared, reach):
    """Solve psi'' = -k_squared(x) psi and return the transmission."""
    def wave_data(x):
        step = 1e-4
        q2 = k_squared(x)
        slope = (k_squared(x + step) - k_squared(x - step)) / (2 * step)
        return np.sqrt(q2), slope / (4 * q2)

    k_out, shift_out = wave_data(reach)
    start = np.array([1.0 + 0j, 1j * k_out - shift_out])
    solution = solve_ivp(lambda x, y: np.array([y[1], -k_squared(x) * y[0]]),
                         (reach, -reach), start, method="DOP853",
                         rtol=1e-8, atol=1e-10)
    psi, dpsi = solution.y[:, -1]
    k_in, shift_in = wave_data(-reach)
    incident = (dpsi + (1j * k_in + shift_in) * psi) / (2j * k_in)
    return k_out / (k_in * abs(incident)**2)


# Tests of the smeared step and its width against the sum over states
state_widths = []
for temperature, mass_ratio in [(1.0, 0.1), (4.0, 1.0), (300.0, 0.1), (300.0, 1.0)]:
    def fraction(x):
        return conductance_from_states(x, temperature, mass_ratio) / G0
    for x in (-4.0, -1.0, 0.0, 0.7, 3.0):
        assert abs(fraction(x) - 1 / (1 + np.exp(-x))) < 1e-6
    middle_slope = (fraction(0.01) - fraction(-0.01)) / 0.02
    assert abs(middle_slope - 0.25) < 1e-4
    state_widths.append(width_10_90(fraction, -8, 8))
    assert abs(state_widths[-1] - WIDTH_FACTOR) < 1e-5

# Test of the barrier-top transmission; energy in units of hbar*omega_x
for eps in (-0.35, -0.1, 0.0, 0.2, 0.35):
    numeric = barrier_transmission(lambda x: x * x + 2 * eps, 20.0)
    assert abs(numeric - expit(2 * np.pi * eps)) < 1e-3

# Split-gate point contact: energies in meV measured from the channel edge
T_contact = 4.0
curvature, spacing, bias = 1.0, 3.0, 0.1
kT = kT_meV(T_contact)
ideal_width = WIDTH_FACTOR * kT
grid = np.arange(-7500, 12501) * 0.002
sharp = np.heaviside(grid, 0.5)
sharp_next = np.heaviside(grid - spacing, 0.5)
round_one = expit(2 * np.pi * grid / curvature)
round_next = expit(2 * np.pi * (grid - spacing) / curvature)


def contact_width(transmission, bias_energy=None):
    return width_10_90(lambda mu: smeared(mu, grid, transmission, kT, bias_energy),
                       -6, 6)


assert abs(contact_width(sharp) / ideal_width - 1) < 1e-4
w_tunnel = contact_width(round_one)
w_next = contact_width(sharp + sharp_next)
w_bias = contact_width(sharp, bias)
w_all = contact_width(round_one + round_next, bias)
tunnel_only = width_10_90(lambda u: expit(2 * np.pi * u / curvature), -6, 6)
assert abs(tunnel_only - WIDTH_FACTOR * curvature / (2 * np.pi)) < 1e-8
assert w_tunnel > ideal_width and w_bias > ideal_width and w_next < ideal_width
T_limit = spacing * 1e-3 * e / (WIDTH_FACTOR * kB)
mobility, density, length_nm = 1e6, 3e11, 300.0
k_fermi = np.sqrt(2 * np.pi * density * 1e4)
free_path_nm = hbar * k_fermi * mobility * 1e-4 / e * 1e9
assert free_path_nm > 10 * length_nm

# Gold neck, free-electron model: energies in eV, lengths in nm
edge, flare, T_room = 5.5, 1.0, 300.0
kinetic = hbar**2 / (2 * m0) / e * 1e18
zero_01, zero_11 = jn_zeros(0, 1)[0], jn_zeros(1, 1)[0]
neck_radius = zero_01 * np.sqrt(kinetic / edge)
next_edge = kinetic * (zero_11 / neck_radius)**2


def neck_barrier(x):
    return kinetic * (zero_01 / (neck_radius * (1 + (x / flare)**2)))**2


neck_curvature = 2 / flare * np.sqrt(2 * kinetic * edge)
d = 1e-3
second = (neck_barrier(d) - 2 * neck_barrier(0) + neck_barrier(-d)) / d**2
assert abs(np.sqrt(-second * 2 * kinetic) / neck_curvature - 1) < 1e-4

coarse = np.linspace(edge - 1.6, edge + 1.8, 52)
values = [barrier_transmission(lambda x: (E - neck_barrier(x)) / kinetic, 6.0)
          for E in coarse]
neck_T = CubicSpline(coarse, values)
fine = np.linspace(coarse[0], coarse[-1], 6001)
kT_room = kT_meV(T_room) / 1e3
thermal_room = WIDTH_FACTOR * kT_room
neck_cold = width_10_90(neck_T, edge - 0.9, edge + 0.9)
neck_warm = width_10_90(lambda mu: smeared(mu, fine, neck_T(fine), kT_room),
                        edge - 0.9, edge + 0.9)
neck_parabola = WIDTH_FACTOR * neck_curvature / (2 * np.pi)
# The parabola is only the leading term of the neck barrier, hence 15 percent
assert abs(neck_cold / neck_parabola - 1) < 0.15
assert neck_cold > 3 * thermal_room
assert neck_cold < neck_warm < 1.05 * neck_cold

print("GENERAL RESULT")
print(f"2 ln 9 = {WIDTH_FACTOR:.4f}")
print(f"width/kT from sum over states, 4 cases = "
      + ", ".join(f"{w:.4f}" for w in state_widths))
print(f"G0 = {G0*1e6:.2f} uS")
print("SPLIT-GATE POINT CONTACT (rough typical inputs)")
print(f"temperature = {T_contact:.1f} K")
print(f"barrier curvature energy = {curvature:.1f} meV")
print(f"channel spacing = {spacing:.1f} meV")
print(f"bias = {bias:.1f} mV")
print(f"kT = {kT:.4f} meV")
print(f"mu - E1 at 10 percent = {-kT*np.log(9):.4f} meV")
print(f"mu - E1 at 90 percent = {kT*np.log(9):.4f} meV")
print(f"G at 10 percent = {0.1*G0*1e6:.2f} uS")
print(f"G at 90 percent = {0.9*G0*1e6:.2f} uS")
print(f"ideal thermal width = {ideal_width:.3f} meV")
print(f"tangent width 4kT = {4*kT:.3f} meV")
print(f"barrier-top width at zero temperature = {tunnel_only:.3f} meV")
for label, w in [("tunnelling", w_tunnel), ("next channel", w_next),
                 ("finite bias", w_bias), ("all three", w_all)]:
    print(f"width with {label} = {w:.4f} meV, "
          f"change {100*(w/ideal_width-1):+.2f} percent")
print(f"temperature where thermal width = spacing: {T_limit:.2f} K")
print(f"mobility = {mobility:.0e} cm2/Vs, density = {density:.0e} cm-2")
print(f"mean free path = {free_path_nm:.0f} nm")
print(f"constriction length = {length_nm:.0f} nm")
print("GOLD NECK, FREE-ELECTRON MODEL (rough typical inputs)")
print(f"temperature = {T_room:.0f} K")
print(f"channel edge = Fermi energy = {edge:.1f} eV")
print(f"flare length = {flare:.1f} nm")
print(f"neck radius = {neck_radius:.3f} nm")
print(f"distance to next channel edge = {next_edge-edge:.2f} eV")
print(f"kT = {kT_room:.5f} eV")
print(f"ideal thermal width = {thermal_room:.4f} eV")
print(f"barrier curvature energy = {neck_curvature:.3f} eV")
print(f"barrier-top width, parabola formula = {neck_parabola:.3f} eV")
print(f"barrier-top width, wave equation = {neck_cold:.3f} eV")
print(f"width with thermal smearing added = {neck_warm:.3f} eV")
print(f"barrier-top width / thermal width = {neck_cold/thermal_room:.2f}")
print(f"increase due to heat = {100*(neck_warm/neck_cold-1):.2f} percent")
print("all good")
```

It prints:

```
GENERAL RESULT
2 ln 9 = 4.3944
width/kT from sum over states, 4 cases = 4.3944, 4.3944, 4.3944, 4.3944
G0 = 77.48 uS
SPLIT-GATE POINT CONTACT (rough typical inputs)
temperature = 4.0 K
barrier curvature energy = 1.0 meV
channel spacing = 3.0 meV
bias = 0.1 mV
kT = 0.3447 meV
mu - E1 at 10 percent = -0.7574 meV
mu - E1 at 90 percent = 0.7574 meV
G at 10 percent = 7.75 uS
G at 90 percent = 69.73 uS
ideal thermal width = 1.515 meV
tangent width 4kT = 1.379 meV
barrier-top width at zero temperature = 0.699 meV
width with tunnelling = 1.6937 meV, change +11.81 percent
width with next channel = 1.5092 meV, change -0.36 percent
width with finite bias = 1.5167 meV, change +0.13 percent
width with all three = 1.6843 meV, change +11.20 percent
temperature where thermal width = spacing: 7.92 K
mobility = 1e+06 cm2/Vs, density = 3e+11 cm-2
mean free path = 9037 nm
constriction length = 300 nm
GOLD NECK, FREE-ELECTRON MODEL (rough typical inputs)
temperature = 300 K
channel edge = Fermi energy = 5.5 eV
flare length = 1.0 nm
neck radius = 0.200 nm
distance to next channel edge = 8.46 eV
kT = 0.02585 eV
ideal thermal width = 0.1136 eV
barrier curvature energy = 1.295 eV
barrier-top width, parabola formula = 0.906 eV
barrier-top width, wave equation = 0.903 eV
width with thermal smearing added = 0.912 eV
barrier-top width / thermal width = 7.95
increase due to heat = 0.94 percent
all good
```
